# Recoil spectrum and nuclear stopping of hard-sphere collisions

An ion moving through a solid loses part of its energy by knocking against atoms. In this problem each encounter is a collision of two smooth, elastic hard spheres, treated by classical, non-relativistic mechanics. The ion has mass $M_1$, speed $v$ and energy $E=M_1v^2/2$. The struck atom has mass $M_2$ and is at rest and free. The spheres touch when their centres are a distance $D$ apart, so $D$ is the sum of the two radii. The impact parameter $b$ is the distance between the target centre and the straight line of the incoming ion. The general formulas hold in any consistent units; the numerical example uses eV and nm.

## (a) Energy given to the target

**Find the recoil energy $T$ as a function of $b$, and its largest value $T_{\max}$.**

*Solution.* For $b>D$ the spheres miss and $T=0$. For $b<D$, let $\hat{\mathbf n}$ be the unit vector from the ion centre to the target centre at contact, and $\alpha$ the angle between $\hat{\mathbf n}$ and the incoming velocity $\mathbf v$. At contact the ion centre is a distance $b$ off the axis through the target centre, so

$$\sin\alpha=\frac bD .$$

Smooth spheres exert no tangential force. The target therefore receives an impulse $J\hat{\mathbf n}$ and the ion receives $-J\hat{\mathbf n}$:

$$\mathbf v_2=\frac{J}{M_2}\hat{\mathbf n},\qquad \mathbf v_1=\mathbf v-\frac{J}{M_1}\hat{\mathbf n}.$$

This conserves momentum. Energy conservation fixes $J$. With $\mathbf v\cdot\hat{\mathbf n}=v\cos\alpha$,

$$\frac{M_1v^2}{2}=\frac{M_1v^2}{2}-Jv\cos\alpha+\frac{J^2}{2M_1}+\frac{J^2}{2M_2}.$$

The root $J=0$ means no collision. The other root is

$$J=2\mu v\cos\alpha,\qquad \mu=\frac{M_1M_2}{M_1+M_2}.$$

The recoil energy follows:

$$T=\frac{J^2}{2M_2}=\frac{2M_1^2M_2}{(M_1+M_2)^2}\,v^2\cos^2\alpha
=\frac{4M_1M_2}{(M_1+M_2)^2}\,E\cos^2\alpha .$$

Since $\cos^2\alpha=1-b^2/D^2$,

$$T=T_{\max}\left(1-\frac{b^2}{D^2}\right),\qquad T_{\max}=\frac{4M_1M_2}{(M_1+M_2)^2}\,E .$$

A head-on hit, $b=0$, gives $T_{\max}$, and a grazing hit gives zero. For equal masses $T_{\max}=E$: a head-on hit stops the ion. If $M_1\ll M_2$, then $T_{\max}\approx4(M_1/M_2)E$, a small part of the ion energy. The factor is symmetric in the masses, so a very heavy ion striking a light atom also loses little per collision.

## (b) Scattering angle

**Find the scattering angle $\theta$ in the centre-of-mass frame and the differential cross section per solid angle.**

*Solution.* In this frame $\theta$ is the angle through which the relative velocity turns. After the collision the relative velocity is

$$\mathbf v_1-\mathbf v_2=\mathbf v-J\left(\frac1{M_1}+\frac1{M_2}\right)\hat{\mathbf n}
=\mathbf v-2v\cos\alpha\,\hat{\mathbf n},$$

because $1/M_1+1/M_2=1/\mu$. This is reflection at the plane of contact, and the speed stays $v$. Projecting on the incoming direction,

$$\cos\theta=1-2\cos^2\alpha=-\cos2\alpha,\qquad\text{so}\qquad \theta=\pi-2\alpha .$$

Thus $b=D\sin\alpha=D\cos(\theta/2)$, and $\cos^2\alpha=(1-\cos\theta)/2$ gives

$$T=T_{\max}\,\frac{1-\cos\theta}{2}=T_{\max}\sin^2\frac\theta2 .$$

For a beam uniform over its cross-sectional area, the ring between $b$ and $b+db$ has area

$$d\sigma=2\pi b\,|db|=2\pi D\cos\frac\theta2\cdot\frac D2\sin\frac\theta2\,d\theta=\frac{\pi D^2}{2}\sin\theta\,d\theta .$$

Division by the solid angle $d\Omega=2\pi\sin\theta\,d\theta$ gives

$$\frac{d\sigma}{d\Omega}=\frac{D^2}{4}.$$

The scattering is isotropic in the centre-of-mass frame.

## (c) Recoil spectrum and its moments

**Find $d\sigma/dT$, the nuclear stopping cross section $S_n=\int T\,d\sigma$ and the second moment $W=\int T^2\,d\sigma$.**

*Solution.* The area element can be written $d\sigma=\pi\,|d(b^2)|$. From part (a), $b^2=D^2(1-T/T_{\max})$, so $|d(b^2)/dT|=D^2/T_{\max}$ and

$$\frac{d\sigma}{dT}=\frac{\pi D^2}{T_{\max}}\quad(0<T<T_{\max}),\qquad \frac{d\sigma}{dT}=0\quad(T>T_{\max}).$$

The spectrum is flat. Equal areas of the disc presented to the beam give equal intervals of recoil energy, because $T$ is linear in $b^2$. It is also linear in $\cos\theta$, so the flat spectrum and the isotropy of part (b) express the same fact. The area under the spectrum is $\pi D^2$, the full collision cross section.

The moments are

$$S_n=\frac{\pi D^2}{T_{\max}}\int_0^{T_{\max}}T\,dT=\frac{\pi D^2T_{\max}}{2},$$

$$W=\frac{\pi D^2}{T_{\max}}\int_0^{T_{\max}}T^2\,dT=\frac{\pi D^2T_{\max}^2}{3}.$$

Division by $\pi D^2$ gives averages per collision: $\langle T\rangle=T_{\max}/2$ and $\langle T^2\rangle=T_{\max}^2/3$. The standard deviation is

$$\sqrt{\frac{T_{\max}^2}{3}-\frac{T_{\max}^2}{4}}=\frac{T_{\max}}{\sqrt{12}} .$$

If $D$ is a constant, $S_n$ grows in proportion to $E$. The derivation also allows $D$ to depend on $E$, provided it is the same for every $b$ at that energy.

## (d) Loss in a thin layer

**Atoms are placed independently at random with number density $n$. Find the mean and variance of the loss over a short path $dx$.**

*Solution.* Consider a beam area $A$. The layer contains $N=nA\,dx$ atoms, each placed uniformly over $A$. One atom takes from a given ion an energy with mean $S_n/A$ and mean square $W/A$. Adding $N$ independent contributions gives

$$\langle\Delta E\rangle=N\frac{S_n}{A}=nS_n\,dx,$$

$$\mathrm{Var}(\Delta E)=N\left[\frac WA-\left(\frac{S_n}{A}\right)^2\right]\longrightarrow nW\,dx\qquad(A\to\infty,\ n\,dx\ \text{fixed}).$$

The variance contains the full second moment $W$, not only the spread of $T$ about its mean, because the number of collisions fluctuates too. With $m=n\pi D^2dx$ the mean number of collisions, the relative fluctuation is

$$\frac{\sqrt{nW\,dx}}{nS_n\,dx}=\frac{\sqrt{m/3}}{m/2}=\sqrt{\frac{4}{3m}} .$$

These formulas hold the energy fixed inside the layer, which requires $mT_{\max}/(2E)\ll1$. For very unequal masses this permits many collisions. For equal masses it requires $m\ll2$, so most ions then cross the layer without a collision and a few lose a large share of their energy. The length $dx$ is measured along the path, which may bend.

## (e) Zirconium ions in zirconium

**Evaluate the model for 1 keV Zr ions entering Zr. Choose $D$ as the distance of closest approach in a head-on collision.**

*Solution.* A real atom has no sharp radius, so a pair potential must supply $D$. The universal potential of Ziegler, Biersack and Littmark (ZBL) is, for equal atomic numbers $Z=40$,

$$V(r)=\frac{Z^2e^2}{4\pi\varepsilon_0 r}\,\phi\!\left(\frac ra\right),\qquad a=\frac{0.88534\,a_0}{2Z^{0.23}}=0.01003\ \text{nm},$$

$$\phi(x)=0.18175e^{-3.1998x}+0.50986e^{-0.94229x}+0.28022e^{-0.4029x}+0.028171e^{-0.20162x},$$

where $a_0$ is the Bohr radius. The energy of relative motion is $E_c=\mu v^2/2=E/2=500$ eV. In a head-on collision all of it becomes potential energy at the turning point, so $V(D)=500$ eV. Solving this equation numerically by bracketing the root gives $D=0.0798$ nm.

The masses are equal, so $T_{\max}=1000$ eV, and

$$\pi D^2=0.0200\ \text{nm}^2,\qquad \frac{d\sigma}{dT}=\frac{0.0200}{1000}=2.00\times10^{-5}\ \text{nm}^2/\text{eV},$$

$$S_n=0.0200\times\frac{1000}{2}=10.0\ \text{eV nm}^2 .$$

In atomic units $S_n$ is 131 hartree bohr$^2$. The second moment is $W=6.66\times10^3$ eV$^2$ nm$^2$. A collision transfers 500 eV on average, with a standard deviation of 289 eV.

Rough lattice constants $a_h=0.323$ nm and $c_h=0.515$ nm, with two atoms per hexagonal cell, give

$$n=\frac{2}{(\sqrt3/2)\,a_h^2c_h}=43.0\ \text{nm}^{-3}.$$

The mean free path is $1/(n\pi D^2)=1.16$ nm and the initial mean loss rate is $nS_n=430$ eV/nm. This rate is an average over many ions. In the hard-sphere model an individual ion travels freely for about a nanometre on average and then loses anything from almost nothing to all of its energy. A real ion also loses energy in weaker, more distant encounters, which the hard wall leaves out; part (f) compares the model with a soft potential that includes them.

Displacing an atom permanently takes roughly 40 eV in this example. The flat spectrum puts a fraction $1-40/1000=0.96$ of the recoils above that threshold, with mean energy $(40+1000)/2=520$ eV.

## (f) A soft potential

**How does the spectrum change if the wall is replaced by a smooth repulsion? Treat the Coulomb potential analytically and the ZBL potential numerically.**

*Solution.* Energy and angular momentum conservation for the relative motion give

$$\dot r^2=v^2\left(1-\frac{V(r)}{E_c}-\frac{b^2}{r^2}\right),\qquad \dot\varphi=\frac{vb}{r^2}.$$

Here $\varphi$ is the polar angle of the separation vector. Its change from the closest distance $r_0$ to infinity is the integral of $|\dot\varphi/\dot r|$. The incoming half contributes the same amount, and an undeflected path has total change $\pi$. Hence

$$\theta=\pi-2b\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-V(r)/E_c-b^2/r^2}} .$$

For a Coulomb repulsion write $V/E_c=d/r$, where $d$ is the head-on closest distance. With $w=b/r$ and $\kappa=d/(2b)$ the square root becomes $\sqrt{1+\kappa^2-(w+\kappa)^2}$. The integral, including its factor $b$, runs from $w=0$ to the zero of the root and equals

$$\frac\pi2-\arcsin\frac{\kappa}{\sqrt{1+\kappa^2}}=\frac\pi2-\arctan\kappa .$$

So $\theta=2\arctan\kappa$, which means $\tan(\theta/2)=d/(2b)$. The relation $T=T_{\max}\sin^2(\theta/2)$ still holds, since it needs only elastic two-body kinematics. Therefore

$$b^2=\frac{d^2}{4}\cot^2\frac\theta2=\frac{d^2}{4}\left(\frac{T_{\max}}{T}-1\right),\qquad
\frac{d\sigma}{dT}=\frac{\pi d^2T_{\max}}{4T^2}.$$

Small transfers dominate and the total cross section diverges. The flat spectrum is thus a property of the hard wall, not of elastic collisions in general.

For the ZBL potential, the substitution $r_0/r=\cos t$ removes the singularity at the turning point. Gauss–Legendre quadrature then gives $\theta(b)$, and a second quadrature over $0<b<0.6$ nm gives the moments. At 1 keV the ZBL spectrum, averaged over intervals and divided by the hard-sphere height, is:

| $T/T_{\max}$ | ZBL / hard sphere |
|---|---|
| 0.04–0.25 | 5.6 |
| 0.25–0.50 | 1.66 |
| 0.50–0.75 | 0.95 |
| 0.75–1.00 | 0.67 |

The stopping cross section is much less sensitive than the spectrum: ZBL gives $S_n=12.1$ eV nm$^2$, and the hard-sphere value lies 17% below it. The surplus of weak recoils carries little energy each and is partly offset by the deficit of strong ones. For $W$, which weights strong recoils more heavily, the hard-sphere value is 14% above the ZBL value of $5.87\times10^3$ eV$^2$ nm$^2$.

The difference shows in the primary recoils, those struck directly by the ion. Above 40 eV the ZBL cross section is 0.0399 nm$^2$, against 0.0192 nm$^2$ for hard spheres, while the mean energy of those recoils is 287 eV instead of 520 eV. The hard-sphere model therefore predicts about half as many primary recoils above threshold per unit path, with too high a mean energy by the ZBL measure. These two errors largely cancel in the damage. Weight each recoil by the Kinchin–Pease number of displacements, which is 0 below 40 eV, 1 between 40 and 80 eV and $T/(80\ \text{eV})$ above. The weighted cross sections are then 0.125 nm$^2$ for hard spheres and 0.146 nm$^2$ for ZBL, only 14% apart.

The diameter also changes with energy. The same head-on rule gives $D=0.0952$ nm at 500 eV and 0.0657 nm at 2000 eV. The hard-sphere $S_n$ rises from 7.1 to 13.6 eV nm$^2$, a factor of 1.9 instead of the factor of 4 that a fixed $D$ would give. The ZBL values are 8.4 and 16.8 eV nm$^2$.

## (g) Other limits of the model

**Does quantum diffraction change the stopping, and how large are the other neglected effects at 1 keV?**

*Solution.* Let $k=\mu v/\hbar$, and treat ion and target as distinguishable. The scattering amplitude is

$$f(\theta)=\frac1k\sum_{l=0}^{\infty}(2l+1)g_lP_l(\cos\theta),\qquad g_l=e^{i\delta_l}\sin\delta_l .$$

Outside the sphere the radial function is proportional to $j_l(kr)\cos\delta_l-y_l(kr)\sin\delta_l$, with $j_l$ and $y_l$ the spherical Bessel functions. It must vanish at $r=D$, so $\tan\delta_l=j_l(kD)/y_l(kD)$.

Since $T=T_{\max}(1-\cos\theta)/2$, stopping requires $\int(1-\cos\theta)|f|^2d\Omega$. Orthogonality of the $P_l$ and the recurrence $(2l+1)\cos\theta\,P_l=(l+1)P_{l+1}+lP_{l-1}$ turn this integral into

$$\frac{4\pi}{k^2}\sum_l(l+1)\left[|g_l|^2+|g_{l+1}|^2-2\,\mathrm{Re}(g_l^*g_{l+1})\right]
=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_{l+1}-\delta_l).$$

The bracket is $|g_{l+1}-g_l|^2$, and $g_l=(e^{2i\delta_l}-1)/(2i)$ gives the last form. Half of this integral times $T_{\max}$ is the quantum $S_n$.

Here $kD=2635$. Summing the series numerically to $l$ somewhat above $kD$ gives a stopping cross section that differs from $\pi D^2T_{\max}/2$ by a relative $9\times10^{-5}$. The total cross section, $(4\pi/k^2)\sum_l(2l+1)\sin^2\delta_l$, is instead $2.01\,\pi D^2$. The two results agree if the extra scattering lies near the forward direction, where $1-\cos\theta$ is tiny. This is the diffraction that forms the shadow behind the sphere.

Electrons also take energy from the ion. The Lindhard–Scharff model, used here as a stated estimate, reads in atomic units for equal atomic numbers

$$S_e=\frac{8\pi Z^{7/6}Z}{(2Z^{2/3})^{3/2}}\,v .$$

It gives 1.05 eV nm$^2$, or 11% of the hard-sphere $S_n$. Thermal motion is a smaller matter: at 300 K the thermal speed along one axis, $\sqrt{k_BT_0/M_2}$ with $T_0$ the temperature, is 0.4% of the ion speed.

The picture of separate two-body collisions is only approximate when the ion passes between neighbours, because both act on it at once. Midway between them it is about 0.159 nm from each. Impact parameters beyond that distance supply 0.6% of the ZBL stopping, so most of the energy transfer occurs in close encounters.

The lattice constants and the threshold are rough typical values. Among the effects estimated here, the hard wall matters most: at this energy it shifts $S_n$ by 17% relative to ZBL and changes the number of primary recoils above 40 eV by a factor of two (2.5 for a 20 eV threshold, 1.7 for 80 eV). ZBL is itself a model, not a measurement: the Molière and Kr–C screened potentials with the Firsov screening length give $S_n=13.5$ and 11.5 eV nm$^2$ instead of 12.1, a spread comparable to the 17%, although the hard-sphere value built from each stays 16–17% below its soft value. Neither calculation includes crystal order, so channelling along open rows is absent, and neither includes the binding of the struck atom, for which the 40 eV threshold serves only as a rough scale.
